# Why the O III lines 5007 and 4959 have ratio near 3

**Q:** I record the O III lines 5007 and 4959 and find the first nearly three times as strong. They end on ³P₂ and ³P₁, whose statistical weights are 5 and 3. Why is the ratio not 5/3? And does it depend on the conditions in the gas?

**A:** Both lines start from the same level, mainly ¹D₂. Collisions and temperature change its population, but that population multiplies both lines and cancels. I assume that the gas is transparent to both lines and that emission is summed over directions. What remains is the ratio of two spontaneous rates.

Both levels belong to the configuration p² and have the same parity, so electric dipole emission is excluded. I treat magnetic dipole emission and leave out the electric quadrupole part. In Hartree atomic units an electric dipole \(\mathbf d\) gives the rate \(\tfrac43\alpha^3\omega^3|\mathbf d|^2\). For a magnetic dipole, \(\mathbf d\) is replaced by \(\boldsymbol\mu/c\), where \(c=1/\alpha\), \(\boldsymbol\mu=-\mu_B(\mathbf L+2\mathbf S)\) and \(\mu_B=\tfrac12\). I take the spin factor as 2. Averaging over the \(2J+1\) upper states gives

\[
A=\frac43\alpha^3\omega^3\,\frac{\alpha^2}{4}\,\frac{\mathcal S}{2J+1}
=\frac{\alpha^5\omega^3}{3(2J+1)}\,\mathcal S ,\qquad J=2 .
\]

The line strength \(\mathcal S\) is the sum of \(|\langle a|L_i+2S_i|b\rangle|^2\) over all magnetic states of both levels and over \(i=x,y,z\). A ratio of 5/3 would require strengths proportional to the lower weights. Whether they are depends on the operator.

**Q:** The spin changes from 0 to 1. Can a magnetic dipole do that?

**A:** Not between pure terms. Write \(\mathbf L+2\mathbf S=\mathbf J+\mathbf S\). The Hamiltonian commutes with \(\mathbf J\), so

\[
0=\langle a|[H,J_i]|b\rangle=(E_a-E_b)\langle a|J_i|b\rangle ,
\]

and \(\mathbf J\) cannot connect levels of different energy. This leaves \(\mathbf S\). For a singlet, \(\sum_i\|S_i\psi\|^2=\langle\psi|S^2|\psi\rangle=0\), so each \(S_i\psi\) vanishes. A pure ¹D₂ level would emit neither line by this operator.

**Q:** So the upper level must contain some triplet. How much?

**A:** Spin-orbit coupling \(\zeta\sum\mathbf l\cdot\mathbf s\) supplies it. The mixing is easiest to see in the states with \(M=2\). Label an orbital by \(m\) and its spin sign. Two different p orbitals give \(M=2\) in just two ways:

\[
|D\rangle=\{1^+,1^-\},\qquad |P\rangle=\{1^+,0^+\}.
\]

The first has \(M_L=2\). It is a singlet, because a triplet partner would need the forbidden \(\{1^+,1^+\}\). The second has \(M_S=1\) and \(M_L=1\), and is therefore ³P₂.

For their Coulomb energies I drop the part common to all p² states. The rest is \(F^2\) times the mean of \(P_2(\cos\gamma)\), with \(\gamma\) the angle between the electrons. By the addition theorem this is a sum of products of one-electron factors. The diagonal factor \(\langle(3n_z^2-1)/2\rangle\) is \(-1/5\) for \(m=\pm1\) and \(2/5\) for \(m=0\), since \(\langle n_z^2\rangle\) is 1/5 and 3/5. The exchange factor between \(m=1\) and \(m=0\) has magnitude

\[
2\pi\sqrt{\frac{3}{8\pi}}\sqrt{\frac{3}{4\pi}}\sqrt{\frac32}\int_{-1}^{1}u^2(1-u^2)\,du
=\frac{3\sqrt3}{4}\cdot\frac4{15}=\frac{\sqrt3}{5}.
\]

Exchange acts between equal spins, hence in \(|P\rangle\) but not in \(|D\rangle\):

\[
E_D=\frac{F^2}{25},\qquad
E_P=F^2\left(-\frac{2}{25}-\frac{3}{25}\right)=-\frac{F^2}{5},\qquad
\Delta=E_D-E_P=\frac{6F^2}{25}.
\]

Next use \(\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+)\). The diagonal elements are \(\zeta(\tfrac12-\tfrac12)=0\) in \(|D\rangle\) and \(\zeta/2\) in \(|P\rangle\). The coupling turns \(0^+\) into \(1^-\), with element \(\tfrac12\zeta\langle1|l_+|0\rangle=\zeta/\sqrt2\). Now put

\[
|D'\rangle=\cos\theta|D\rangle+\sin\theta|P\rangle,\qquad
|P'\rangle=\cos\theta|P\rangle-\sin\theta|D\rangle .
\]

The condition \(\langle P'|H|D'\rangle=0\) reads

\[
-\sin\theta\cos\theta\left(\Delta-\frac{\zeta}{2}\right)+(\cos^2\theta-\sin^2\theta)\frac{\zeta}{\sqrt2}=0,
\qquad
\tan2\theta=\frac{\sqrt2\,\zeta}{\Delta-\zeta/2}.
\]

Rotational symmetry gives the same \(\theta\) for every \(M\). The level ³P₁ has no partner with \(J=1\) in p² and stays pure.

As an example I take the round values \(F^2=0.4\) and \(\zeta=0.001\) hartree; they define a model and are not a calculation of O III. Then \(\Delta=0.0960\) hartree and \(\tan2\theta=0.001414/0.0955=0.0148\), so \(\sin\theta=0.00740\). The upper level is triplet with a weight of only \(5.5\times10^{-5}\).

**Q:** That explains why the lines are weak. Where does the 3 come from?

**A:** From how the spin operator, acting on ³P₂, divides its result between ³P₂ and ³P₁. Because \(\mathbf S\) gives zero on \(|D\rangle\) from either side, the amplitudes are

\[
\langle P'|\mathbf S|D'\rangle=\sin\theta\cos\theta\,\langle{}^3P_2|\mathbf S|{}^3P_2\rangle,\qquad
\langle{}^3P_1|\mathbf S|D'\rangle=\sin\theta\,\langle{}^3P_1|\mathbf S|{}^3P_2\rangle .
\]

Within one level a vector operator is proportional to \(\mathbf J\), so \(\mathbf S=g\mathbf J\) there. Taking the scalar product with \(\mathbf J\), and using \(\mathbf L=\mathbf J-\mathbf S\), gives

\[
g=\frac{\langle\mathbf S\cdot\mathbf J\rangle}{J(J+1)}
=\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)}=\frac{6+2-2}{12}=\frac12 .
\]

The squared element, summed over the five states, is \(g^2\cdot5\cdot6=15/2\).

The second element follows from a sum. Since \(\mathbf S\) leaves the spatial state and the total spin unchanged, it leads from ³P₂ to levels of the same ³P term. The total over all of them is

\[
\sum_{J'}|\langle{}^3P_{J'}\|\mathbf S\|{}^3P_2\rangle|^2=(2J+1)\,S(S+1)=5\cdot2=10 .
\]

A vector operator changes \(J\) by at most 1, so ³P₀ receives nothing. The remainder for ³P₁ is \(10-15/2=5/2\). Hence

\[
\mathcal S_{5007}=\frac{15}{2}\sin^2\theta\cos^2\theta,\qquad
\mathcal S_{4959}=\frac52\sin^2\theta,\qquad
\frac{\mathcal S_{5007}}{\mathcal S_{4959}}=3\cos^2\theta .
\]

In the example the strengths are \(4.11\times10^{-4}\) and \(1.37\times10^{-4}\,\mu_B^2\), with ratio 2.9998. The small mixing probability sets the scale of both lines and cancels from their ratio.

**Q:** Could the fine-structure splitting of the triplet be responsible, rather than the mixing?

**A:** The two can be separated. Within ³P, \(\zeta\sum\mathbf l\cdot\mathbf s\) acts as a constant times \(\mathbf L\cdot\mathbf S\). In ³P₂ the value of \(\mathbf L\cdot\mathbf S\) is 1 and the element is \(\zeta/2\), so the constant is \(\zeta/2\). Replace the full coupling by \((\zeta/2)\mathbf L\cdot\mathbf S\). The triplet keeps its first-order splitting, but this operator is diagonal in \(L\), \(S\) and \(J\) and cannot mix ¹D₂ with ³P₂. Both strengths then vanish to rounding error.

One can also change the mixing by adding \(k(\mathbf l_1\cdot\mathbf s_2+\mathbf l_2\cdot\mathbf s_1)\). Together with \(\sum\mathbf l\cdot\mathbf s\) this cross term makes \(\mathbf L\cdot\mathbf S\), which has no mixing element. The cross term alone must therefore have the element \(-1/\sqrt2\), and the total becomes \((\zeta-k)/\sqrt2\). For \(k=0.4\zeta\) the strength of 4959 falls from \(1.37\times10^{-4}\) to \(0.50\times10^{-4}\,\mu_B^2\), close to the factor \(0.6^2\), while the strength ratio stays at 2.9999.

**Q:** My detector measures energy, not line strength. What should it show?

**A:** The rate contains \(\omega^3\), and each photon carries energy \(\omega\). With the line names as rounded wavelengths, the frequency ratio is \(4959/5007=0.9904\). For weak mixing

\[
\frac{A_{5007}}{A_{4959}}=3\cos^2\theta\,(0.9904)^3=2.914,\qquad
\frac{I_{5007}}{I_{4959}}=3\cos^2\theta\,(0.9904)^4=2.886 .
\]

Thus 3 is the ratio of strengths, and the energy ratio in this theory is nearly 4 percent lower. The omitted electric quadrupole part affects the last digit: with \(\langle r^2\rangle=1.2\) bohr² it adds about 0.2 percent to 5007 and 0.09 percent to 4959, giving 2.918 and 2.890. The model's own photon energies, 0.09551 and 0.09651 hartree, give 2.908 and 2.878. Its rates are 0.0204 and 0.0070 s⁻¹. These belong to the chosen parameters and should not be used as rates of O III.

**Q:** When does the strength ratio itself move away from 3?

**A:** When \(\zeta\) is no longer small compared with \(\Delta\). At fixed \(F^2=0.4\) hartree, the strength ratio is 2.98 for \(\zeta=0.01\) hartree, 2.56 for 0.05 and 1.48 for 0.2. In the last case the upper level is about half triplet.

The opposite limit, \(\zeta\gg F^2\), can be worked out. There \(\tan2\theta\to\sqrt2/(-\tfrac12)=-2\sqrt2\), with \(2\theta\) between \(\pi/2\) and \(\pi\). Hence \(\cos2\theta=-1/3\), \(\cos^2\theta=(1+\cos2\theta)/2=1/3\), and the strength ratio tends to 1. The eigenvalues of the spin-orbit matrix satisfy \(\lambda^2-\tfrac12\zeta\lambda-\tfrac12\zeta^2=0\), so they are \(\zeta\) and \(-\zeta/2\). The level ³P₁, where \(\mathbf L\cdot\mathbf S=-1\), also lies at \(-\zeta/2\). The frequencies of the two lines therefore become equal too, and so do their intensities.

**Q:** Back to weak mixing. Is \(\mathbf L+2\mathbf S\) good enough to trust 2.89 to the last digit?

**A:** No. The amplitude is proportional to \(\sin\theta=0.0074\), so a tiny correction to the moment that connects ¹D₂ directly with the triplets can matter at the percent level.

One such correction comes from the spin-orbit energy \(\tfrac{\alpha^2}{2}\tfrac{V'}{r}\,\mathbf s\cdot(\mathbf r\times\mathbf p)\), where \(V\) is the electron's potential energy. In a magnetic field \(\mathbf p\) becomes \(\mathbf p+\mathbf A\), with \(\mathbf A=\tfrac12\mathbf B\times\mathbf r\). Since \(\mathbf r\times\mathbf A=\tfrac12[r^2\mathbf B-\mathbf r(\mathbf r\cdot\mathbf B)]\), the added energy is

\[
\frac{\alpha^2}{4}\,rV'\,[\mathbf s-\mathbf n(\mathbf n\cdot\mathbf s)]\cdot\mathbf B,\qquad \mathbf n=\mathbf r/r .
\]

The main magnetic energy is \(\tfrac12\mathbf B\cdot(\mathbf L+2\mathbf S)\). Comparing the two,

\[
\mathbf L+2\mathbf S\;\to\;\mathbf L+2\mathbf S+\kappa\mathbf T,\qquad
\mathbf T=\sum[\mathbf s-\mathbf n(\mathbf n\cdot\mathbf s)],\qquad
\kappa=\frac{\alpha^2}{2}\langle rV'\rangle .
\]

The relativistic kinetic energy also changes the moment. Its field-dependent part is \(-\tfrac{\alpha^2}{4}p^2\,\mathbf B\cdot(\mathbf l+2\mathbf s)\) for each electron. Within the p shell this multiplies \(\mathbf L+2\mathbf S\) by a common factor and leaves the ratio alone. Both one-electron corrections together reproduce the change in the magnitude of the moment for an exact Dirac 2p₃/₂ orbital with \(M=3/2\) and nuclear charge 1, \(-1.065\times10^{-5}\,\mu_B\).

**Q:** Does \(\mathbf T\) affect the two lines differently?

**A:** Yes, with opposite signs. It suffices to compare one component per line with the same component of \(\mathbf S\), because all other components keep the same proportion. Let \(n_\pm=n_x\pm in_y\), so that \(\mathbf n\cdot\mathbf s=n_zs_z+\tfrac12(n_-s_++n_+s_-)\). Two integrals are needed:

\[
\langle0|n_zn_-|1\rangle=-\frac{3}{2\sqrt2}\int_{-1}^{1}u^2(1-u^2)\,du=-\frac{\sqrt2}{5},
\]
\[
\langle-1|n_-^2|1\rangle=-\frac34\int_{-1}^{1}(1-u^2)^2du=-\frac45 .
\]

For 5007 take the \(z\) component at \(M=2\). Here \(\langle P|S_z|P\rangle=1\), and

\[
\langle P|T_z|D\rangle=\langle0^+|t_z|1^-\rangle=-\frac12\langle0|n_zn_-|1\rangle=\frac{\sqrt2}{10}.
\]

For 4959 take the lowering component, \(T_-=T_x-iT_y\), from \(M=2\) to \(M=1\). In terms of \(|M_L,M_S\rangle\), the state of ³P₁ is \((|1,0\rangle-|0,1\rangle)/\sqrt2\), with

\[
|1,0\rangle=\frac{\{1^+,0^-\}+\{1^-,0^+\}}{\sqrt2},\qquad |0,1\rangle=\{1^+,-1^+\}.
\]

Since \(S_-|P\rangle=\sqrt2\,|1,0\rangle\), the reference element of \(S_-\) is again 1. For \(T_-\) acting on \(|D\rangle\):

- The element to \(\{1^+,0^-\}\) is \(\tfrac12\langle0|n_-n_z|1\rangle=-\sqrt2/10\), because \(s_z=-\tfrac12\).
- The element to \(\{1^-,0^+\}\) is also \(-\sqrt2/10\). The orbital element is \(+\sqrt2/10\), and reordering \(\{0^+,1^-\}\) changes its sign.
- The element to \(\{1^+,-1^+\}\) is \(-\tfrac12\langle-1|n_-^2|1\rangle=\tfrac25\).

The first two combine to \(-1/5\) for \(|1,0\rangle\). The element to ³P₁ is therefore \((-\tfrac15-\tfrac25)/\sqrt2=-3\sqrt2/10\). To leading order in the small quantities,

\[
\frac{\mathcal S_{5007}}{\mathcal S_{4959}}
\simeq3\left(\frac{\sin\theta+\sqrt2\,\kappa/10}{\sin\theta-3\sqrt2\,\kappa/10}\right)^2
\simeq3\left(1+0.8\sqrt2\,\frac{\kappa}{\sin\theta}\right).
\]

With the round value \(\langle rV'\rangle=5\) hartree, \(\kappa=1.33\times10^{-4}\) and \(\kappa/\sin\theta=0.018\). The strength ratio rises by about 2 percent, to 3.06, and the energy ratio with the line names rises from 2.89 to 2.95. The full p² diagonalization gives the same values. The rise is nearly proportional to \(\langle rV'\rangle\), and 5 is on the low side for O²⁺. A Hartree–Fock 2p orbital gives 6.8 hartree with the nucleus screened by the other five electrons and 10.5 hartree with the bare nucleus. At the same \(F^2\) and \(\zeta\) these give energy ratios of 2.97 and 3.01.

The upward direction follows from an attractive mean force, \(V'>0\), and positive \(\sin\theta\). Corrections to the moment that involve two electrons at once are left out, so 2.95 is an estimate within this model and not a calibration value for your detector.

## Numbers as computed

```
Coulomb integral F2 = 0.400 hartree
spin-orbit energy zeta = 0.0010 hartree
term gap 6 F2/25 = 0.0960 hartree
mixing element zeta/sqrt2 = 7.0711e-04 hartree
energy of level P0 = -0.0810083 hartree
energy of level P1 = -0.0805000 hartree
energy of level P2 = -0.0795052 hartree
energy of level D2 = 0.0160052 hartree
energy of level S0 = 0.1600083 hartree
mixing angle theta = 0.007404 rad
sin(theta) = 0.007404
3P2 weight in upper level = 5.4814e-05
squared spin element 3P2-3P2 = 7.500000
squared spin element 3P2-3P1 = 2.500000
squared spin element 3P2-3P0 = 5.4e-27
largest strength without mixing = 3.9e-30
line strength to P2 = 4.11083e-04 (Bohr magneton)^2
line strength to P1 = 1.37035e-04 (Bohr magneton)^2
strength ratio = 2.99984
photon energy to P2 = 0.095510 hartree
photon energy to P1 = 0.096505 hartree
model rate to P2 = 0.02043 1/s
model rate to P1 = 0.00702 1/s
model photon ratio = 2.9080
model energy ratio = 2.8780
frequency ratio 4959/5007 = 0.99041
photon ratio with line names = 2.9144
energy ratio with line names = 2.8864
zeta 0.001 hartree: 3P2 weight 0.00005, strength ratio 2.99984
zeta 0.010 hartree: 3P2 weight 0.00593, strength ratio 2.98221
zeta 0.050 hartree: 3P2 weight 0.14573, strength ratio 2.56282
zeta 0.200 hartree: 3P2 weight 0.50707, strength ratio 1.47879
with cross term 0.0004 hartree: strength to P1 = 4.9545e-05
with cross term: strength ratio = 2.99994
mean r dV/dr = 5.0 hartree
moment correction kappa = 1.3313e-04
Dirac 2p3/2 moment shift, Z=1 = -1.06503e-05 Bohr magneton
operator moment shift, Z=1 = -1.06503e-05 Bohr magneton
corrected strength ratio = 3.0615
first-order corrected ratio = 3.0610
corrected energy ratio, line names = 2.9458
```
